# Off-resonance effects in a 90 degree pulse and the spin-echo delay: verification in Python

```python
"""Off-resonance 90 degree pulse and the echo delay correction.

Result under test: a rectangular 90 degree x pulse of length tp, acting on
z magnetization at small offset D, equals to first order in D/w1 an ideal
pulse followed by free precession for 2*tp/pi = 1/w1. A spin echo therefore
peaks at tau2 = tau1 + 2*tp/pi, with delays counted between pulse edges.

Symbols: w1 nutation frequency, D offset, d = D/w1, M magnetization,
tau1 delay from the 90 to the refocusing pulse, tau2 delay from the end of
the refocusing pulse to the echo top. Bloch equation: dM/dt = w x M.
Times are in microseconds, energies in eV, frequencies in rad/microsecond.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

HBAR = constants.hbar / constants.e * 1e6  # eV microsecond
ATOMIC_TIME = constants.physical_constants["atomic unit of time"][0] * 1e6

tp = 10.0
w1 = np.pi / (2 * tp)
correction = 2 * tp / np.pi
target = 100.0
offset_energy = 1e-11
offset = offset_energy / HBAR
z_axis = np.array([0.0, 0.0, 1.0])


def rotation(wx, wy, wz, time):
    """Solution of the Bloch equation for a constant angular velocity."""
    generator = np.array([[0, -wz, wy], [wz, 0, -wx], [-wy, wx, 0]])
    return expm(generator * time)


def plus(m):
    return m[0] + 1j * m[1]


def pulse_phase(m):
    """Precession angle measured from the ideal direction -y."""
    return np.angle(1j * plus(m))


def cycled_refocusing(m, detuning, duration):
    """Four rf phases with receiver signs +, -, +, -."""
    total = 0j
    for k in range(4):
        angle = k * np.pi / 2
        r = rotation(w1 * np.cos(angle), w1 * np.sin(angle),
                     detuning, duration)
        total += (-1) ** k * plus(r @ m)
    return total / 4


def after_refocusing(detuning, tau1, duration):
    m = rotation(w1, 0, detuning, tp) @ z_axis
    m = rotation(0, 0, detuning, tau1) @ m
    return cycled_refocusing(m, detuning, duration)


def echo_top(tau1, width, duration):
    """Time of the largest ensemble signal after the refocusing pulse."""
    scaled = np.linspace(-5, 5, 161)
    offsets = scaled * width
    weights = np.exp(-scaled ** 2 / 2)
    weights /= weights.sum()
    signal = weights * np.array(
        [after_refocusing(x, tau1, duration) for x in offsets])
    found = minimize_scalar(
        lambda t: -abs(np.sum(signal * np.exp(1j * offsets * t))),
        bounds=(50, 170), method="bounded", options={"xatol": 1e-7})
    return found.x


# Growth of the x component during the pulse, at a very small offset.
tiny = 1e-3
for fraction in (0.25, 0.5, 0.75, 1.0):
    time = fraction * tp
    mx = (rotation(w1, 0, tiny * w1, time) @ z_axis)[0]
    assert abs(mx - tiny * (1 - np.cos(w1 * time))) < 1e-7

# Exact phase at sizeable offsets, then the leading series corrections.
for d in (0.1, 0.4, 0.8):
    m = rotation(w1, 0, d * w1, tp) @ z_axis
    root = np.sqrt(1 + d * d)
    formula = np.arctan(d / root * np.tan(np.pi * root / 4))
    assert abs(pulse_phase(m) - formula) < 1e-11
d = 0.02
m = rotation(w1, 0, d * w1, tp) @ z_axis
cubic = (pulse_phase(m) - d) / d ** 3
quadratic = m[2] / d ** 2
assert abs(cubic - (np.pi / 4 - 5 / 6)) < 1e-3
assert abs(quadratic - (1 - np.pi / 4)) < 2e-3

# Full rotation: precession on both sides is needed at first order.
ideal = rotation(w1, 0, 0, tp)
two_sided, one_sided = [], []
for d in (0.02, 0.01):
    actual = rotation(w1, 0, d * w1, tp)
    precess = rotation(0, 0, d * w1, correction)
    two_sided.append(np.linalg.norm(actual - precess @ ideal @ precess))
    one_sided.append(np.linalg.norm(actual - precess @ ideal))
two_ratio = two_sided[0] / two_sided[1]
one_ratio = one_sided[0] / one_sided[1]
assert abs(two_ratio - 4) < 0.1
assert abs(one_ratio - 2) < 0.1

# Selected refocusing coefficient: real for any flip angle and offset.
trial = np.array([0.3, -0.7, 0.5])
for duration in (tp, 2 * tp, 1.3 * tp):
    for d in (-0.6, 0.2, 0.9):
        root = np.sqrt(1 + d * d)
        coefficient = np.sin(w1 * root * duration / 2) ** 2 / root ** 2
        selected = cycled_refocusing(trial, d * w1, duration)
        assert abs(selected - coefficient * np.conj(plus(trial))) < 1e-11

# Echo positions from the offset ensemble.
top_equal = echo_top(target, offset, 2 * tp)
top_narrow = echo_top(target, offset / 4, 2 * tp)
top_second90 = echo_top(target, offset, tp)
tau1_centre = target - tp / 2
top_centre = echo_top(tau1_centre, offset, 2 * tp)
tau1_corrected = target - correction
top_corrected = echo_top(tau1_corrected, offset, 2 * tp)
wide_error = top_equal - target - correction
narrow_error = top_narrow - target - correction
assert abs(wide_error) < 0.02  # cubic phase term at this offset width
assert abs(narrow_error) < 0.001
assert abs(narrow_error) < abs(wide_error)
assert abs(top_second90 - target - correction) < 0.02
assert abs(top_corrected - target) < 0.02
centre_lateness = (2 / np.pi - 0.5) * tp
assert abs(top_centre - target - centre_lateness) < 0.02

# Phase at the prescribed echo time for one offset.
free = np.exp(1j * offset * target)
phase_equal = np.angle(
    after_refocusing(offset, target, 2 * tp) * free / 1j)
phase_corrected = np.angle(
    after_refocusing(offset, tau1_corrected, 2 * tp) * free / 1j)
assert abs(phase_equal + offset * correction) < 1e-4
assert abs(phase_corrected) < 1e-4

m = rotation(w1, 0, offset, tp) @ z_axis
print(f"hbar = {HBAR:.6e} eV microsecond")
print(f"90 degree pulse length tp = {tp:.3f} microsecond")
print(f"180 degree pulse length = {2 * tp:.3f} microsecond")
print(f"nutation energy hbar*w1 = {HBAR * w1:.5e} eV")
print(f"offset energy hbar*D = {offset_energy:.3e} eV")
print(f"offset ratio d = D/w1 = {offset / w1:.6f} (no unit)")
print(f"correction 2*tp/pi = {correction:.4f} microsecond")
print(f"correction = {correction / ATOMIC_TIME:.5e} atomic units of time")
print(f"phase after pulse, Bloch = {pulse_phase(m):.6f} rad")
print(f"phase after pulse, first order = {offset * correction:.6f} rad")
print(f"Mz after pulse / M0 = {m[2]:.6f} (no unit)")
print(f"transverse size / M0 = {abs(plus(m)):.7f} (no unit)")
print(f"cubic phase coefficient, Bloch at d=0.02 = {cubic:.5f}")
print(f"cubic phase coefficient, series = {np.pi / 4 - 5 / 6:.5f}")
print(f"quadratic Mz coefficient, Bloch at d=0.02 = {quadratic:.5f}")
print(f"quadratic Mz coefficient, series = {1 - np.pi / 4:.5f}")
print(f"two-sided error at d=0.02 = {two_sided[0]:.3e} (matrix norm)")
print(f"two-sided error at d=0.01 = {two_sided[1]:.3e} (matrix norm)")
print(f"two-sided error ratio = {two_ratio:.3f}")
print(f"one-sided error at d=0.02 = {one_sided[0]:.3e} (matrix norm)")
print(f"one-sided error at d=0.01 = {one_sided[1]:.3e} (matrix norm)")
print(f"one-sided error ratio = {one_ratio:.3f}")
print(f"prescribed echo time T = {target:.3f} microsecond")
print(f"Gaussian offset deviation = {offset_energy:.3e} eV")
print(f"equal edge delays: predicted top = "
      f"{target + correction:.4f} microsecond")
print(f"equal edge delays: Bloch top = {top_equal:.4f} microsecond")
print(f"top minus prediction = {wide_error:.5f} microsecond")
print(f"narrow deviation = {offset_energy / 4:.3e} eV")
print(f"narrow: top minus prediction = {narrow_error:.5f} microsecond")
print(f"second pulse 90 degrees: top = {top_second90:.4f} microsecond")
print(f"centre-counted tau1 = {tau1_centre:.4f} microsecond")
print(f"centre-counted: Bloch top = {top_centre:.4f} microsecond")
print(f"centre-counted: predicted lateness = "
      f"{centre_lateness:.4f} microsecond")
print(f"corrected tau1 = {tau1_corrected:.4f} microsecond")
print(f"corrected: Bloch top = {top_corrected:.4f} microsecond")
print(f"phase at T, equal delays = {np.degrees(phase_equal):.4f} degree")
print(f"phase at T, corrected = {np.degrees(phase_corrected):.5f} degree")
print("every check passed")
```

Printed output:

```
hbar = 6.582120e-10 eV microsecond
90 degree pulse length tp = 10.000 microsecond
180 degree pulse length = 20.000 microsecond
nutation energy hbar*w1 = 1.03392e-10 eV
offset energy hbar*D = 1.000e-11 eV
offset ratio d = D/w1 = 0.096720 (no unit)
correction 2*tp/pi = 6.3662 microsecond
correction = 2.63187e+11 atomic units of time
phase after pulse, Bloch = 0.096676 rad
phase after pulse, first order = 0.096720 rad
Mz after pulse / M0 = 0.002006 (no unit)
transverse size / M0 = 0.9999980 (no unit)
cubic phase coefficient, Bloch at d=0.02 = -0.04793
cubic phase coefficient, series = -0.04794
quadratic Mz coefficient, Bloch at d=0.02 = 0.21459
quadratic Mz coefficient, series = 0.21460
two-sided error at d=0.02 = 1.214e-04 (matrix norm)
two-sided error at d=0.01 = 3.035e-05 (matrix norm)
two-sided error ratio = 4.000
one-sided error at d=0.02 = 2.828e-02 (matrix norm)
one-sided error at d=0.01 = 1.414e-02 (matrix norm)
one-sided error ratio = 2.000
prescribed echo time T = 100.000 microsecond
Gaussian offset deviation = 1.000e-11 eV
equal edge delays: predicted top = 106.3662 microsecond
equal edge delays: Bloch top = 106.3579 microsecond
top minus prediction = -0.00833 microsecond
narrow deviation = 2.500e-12 eV
narrow: top minus prediction = -0.00054 microsecond
second pulse 90 degrees: top = 106.3577 microsecond
centre-counted tau1 = 95.0000 microsecond
centre-counted: Bloch top = 101.3579 microsecond
centre-counted: predicted lateness = 1.3662 microsecond
corrected tau1 = 93.6338 microsecond
corrected: Bloch top = 99.9917 microsecond
phase at T, equal delays = -5.5391 degree
phase at T, corrected = 0.00248 degree
every check passed
```
